\section*{Talman's minimax principle for the lowest Dirac s level: two derivations}

\section{An electron with no lowest energy}

Consider a single electron bound to a heavy nucleus of charge $Z$. In the Schr\"odinger description its ground-state energy can be found by guessing a wave function with adjustable parameters and lowering the mean energy: no guess lies below the true value. The Dirac Hamiltonian offers no such safety. Besides the bound levels it has a continuum of negative energies extending downwards without end, and a trial function that is free to change can slide into it. This is variational collapse. The bound level is nevertheless a distinguished point of the energy functional. It lies at the top with respect to the small component. With respect to the large component it does not lie at the bottom while the small component is held fixed, but it does when the small component is readjusted to its maximum for each trial, so the order of the two steps matters. Talman's principle makes this precise: maximize over the small component first, then minimize over the large one.

Atomic units are used in the algebra, so the electron mass is 1, and energies include the rest energy $c^2$. I treat the $s_{1/2}$ channel, whose angular quantum number is $\kappa=-1$. With large and small radial components $P(r)$ and $Q(r)$, normalized by $\int(P^2+Q^2)\,dr=1$, the Dirac equation in a central potential $V(r)$ reads
\begin{align}
(c^2+V)P-c\left(Q'+\frac{Q}{r}\right)&=EP, \label{eq:d1}\\
c\,DP+(V-c^2)Q&=EQ,\qquad D=\frac{d}{dr}-\frac1r . \label{eq:d2}
\end{align}
All integrals run over $0<r<\infty$.

For trial components $f$ (large) and $g$ (small), multiply the left sides by $f$ and $g$, add and integrate. The coupling terms are $-cf(g'+g/r)+cg(f'-f/r)$. Integration by parts turns $-\int fg'\,dr$ into $\int gf'\,dr$ when $fg$ vanishes at both ends, and the coupling becomes $2c\int g\,Df\,dr$. The energy quotient is therefore
\begin{equation}
R[f,g]=\frac{\int\left[(c^2+V)f^2+2c\,g\,Df+(V-c^2)g^2\right]dr}{\int(f^2+g^2)\,dr}. \label{eq:R}
\end{equation}

\subsection*{The collapse in a two-by-two problem}

Take $V=-Z/r$, a normalized real $f$ that vanishes at both ends, and $g=tf$ with a free number $t$. Let $x=\int f^2/r\,dr$, the mean inverse radius. Since $ff'=\tfrac12(f^2)'$ integrates to zero,
\begin{equation}
\int f\,Df\,dr=\int ff'\,dr-\int\frac{f^2}{r}\,dr=-x .
\end{equation}
The quotient is that of a symmetric matrix acting on the vector $(1,t)$:
\begin{equation}
M=-Zx\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}c^2&-cx\\-cx&-c^2\end{pmatrix}.
\end{equation}
The second matrix has trace zero and determinant $-(c^4+c^2x^2)$, so the stationary values with respect to $t$ are
\begin{equation}
E_\pm(x)=-Zx\pm c\sqrt{c^2+x^2}. \label{eq:Epm}
\end{equation}
Minimizing over $t$ selects $E_-$, which tends to $-\infty$ as the function contracts and $x$ grows. That is the collapse. Maximizing over $t$ selects $E_+$, which for $Z<c$ rises at large $x$ as $(c-Z)x$ and so has a floor.

\section{The statement and the exact Coulomb state}

The potential is assumed to satisfy $V\le0$, to be continuous for $r>0$, to vanish at infinity, and to obey $-rV\to Z$ at the origin with $0<Z<c$. The trial functions are real and need finite integrals:
\begin{itemize}
\item $f$ is nonzero, vanishes at both ends, is the integral of its derivative, and has finite $\int(1+|V|/c^2)f^2dr$ and $\int(Df)^2/(1+|V|/c^2)\,dr$;
\item $g$ has finite $\int(1+|V|/c^2)g^2dr$.
\end{itemize}
By the Cauchy--Schwarz inequality the coupling integral in \eqref{eq:R} is then finite too.

Suppose that the channel has a bound solution $(P,Q)$ among these functions, with $PQ\to0$ at both ends and energy $E_1$ between $-c^2$ and $c^2$, such that $P$ has no nodes and $Q/P$ is bounded. The claim is
\begin{equation}
\min_f\,\max_g\,R[f,g]=E_1, \label{eq:talman}
\end{equation}
with the minimum reached only for $f$ proportional to $P$.

For $V=-Z/r$ this solution can be found in closed form. Define $y=Q/P$. Equations \eqref{eq:d1} and \eqref{eq:d2}, solved for the derivatives, are
\begin{equation}
Q'=-\frac Qr+\frac{c^2+V-E_1}{c}P,\qquad P'=\frac Pr+\frac{k_1}{c}Q,\qquad k_1=E_1+c^2-V. \label{eq:first}
\end{equation}
Hence, from $y'=Q'/P-yP'/P$,
\begin{equation}
y'=-\frac{2y}{r}+\frac{c^2+V-E_1}{c}-\frac{k_1}{c}y^2. \label{eq:ric}
\end{equation}
Try a constant $y=t$. The terms in $1/r$ and the constant terms must cancel separately:
\begin{equation}
Zt^2+2ct+Z=0,\qquad c^2-E_1=(c^2+E_1)t^2. \label{eq:tt}
\end{equation}
With $\gamma=\sqrt{1-Z^2/c^2}$ the quadratic has the roots $t=-c(1\mp\gamma)/Z$. The upper sign gives
\begin{equation}
t=-\frac{c(1-\gamma)}{Z},\qquad t^2=\frac{(1-\gamma)^2}{1-\gamma^2}=\frac{1-\gamma}{1+\gamma}, \label{eq:t}
\end{equation}
and the second relation in \eqref{eq:tt} then yields
\begin{equation}
E_1=c^2\,\frac{1-t^2}{1+t^2}=c^2\gamma .
\end{equation}
The equation for $P'$ becomes
\begin{equation}
\frac{P'}{P}=\frac1r\left(1+\frac{Zt}{c}\right)+c(1+\gamma)t=\frac{\gamma}{r}-Z, \label{eq:PP}
\end{equation}
because $Zt/c=-(1-\gamma)$ and $c(1+\gamma)t=-c^2(1-\gamma^2)/Z=-Z$. So $P\propto r^\gamma e^{-Zr}$, which has no nodes. The other root gives $P\sim r^{-\gamma}$ near the origin, which does not vanish there and is discarded.

\section{First derivation: eliminate the small component}

\subsection*{The maximum at fixed large component}

Fix $f$ and a number $E>-c^2$, and write $k=E+c^2-V$, which is positive because $V\le0$. Subtract $E$ times the norm from the numerator of $R$ and complete the square in $g$:
\begin{align}
&\int\left[(c^2+V-E)f^2+2c\,g\,Df-kg^2\right]dr\nonumber\\
&\qquad=\Phi_f(E)-\int k\left(g-\frac{c\,Df}{k}\right)^2dr, \label{eq:sq1}\\
&\Phi_f(E)=\int\left[(c^2+V-E)f^2+\frac{c^2(Df)^2}{k}\right]dr. \label{eq:phi}
\end{align}
The maximum over $g$ is $\Phi_f(E)$, reached at $g=c\,Df/k$. This $g$ is admissible, since $\int kg^2dr=\int c^2(Df)^2/k\,dr$ is finite.

When $E$ is raised to $E'$, the first term of $\Phi_f$ drops by $(E'-E)\int f^2dr$ and the second does not grow. Thus $\Phi_f$ decreases strictly and tends to $-\infty$. It is also continuous, because the change of the second term is at most $(E'-E)/(E+c^2)$ times that term itself. If $\Phi_f$ is nonnegative at some energy, it therefore has one root $\lambda(f)$ at or above that energy. At $E=\lambda(f)$ the left side of \eqref{eq:sq1} is never positive and vanishes for the best $g$. In other words, $R\le\lambda(f)$ with equality attained:
\begin{equation}
\max_g R[f,g]=\lambda(f),\qquad \Phi_f(\lambda(f))=0. \label{eq:lam}
\end{equation}

The meaning is clearest when $|V|$ and $E-c^2$ are small compared with $c^2$. Then $k\approx2c^2$ and \eqref{eq:lam} gives, for normalized $f$,
\begin{equation}
\lambda(f)-c^2\approx\int\left[\tfrac12(Df)^2+Vf^2\right]dr .
\end{equation}
Since $(Df)^2=f'^2-(f^2/r)'$, this is the Schr\"odinger mean energy of an $s$ state when $f^2/r$ vanishes at both ends. The maximum over $g$ supplies the kinetic energy.

\subsection*{The minimum over the large component}

It remains to show that $\Phi_f(E_1)\ge0$ for every $f$. Use the exact ratio $y=Q/P$, finite everywhere because $P$ has no nodes, and expand
\begin{equation}
\frac{c^2}{k_1}\left(Df-\frac{k_1yf}{c}\right)^2=\frac{c^2(Df)^2}{k_1}-2c\,y\,f\,Df+k_1y^2f^2. \label{eq:exp}
\end{equation}
For the middle term, $f\,Df=\tfrac12(f^2)'-f^2/r$, so
\begin{equation}
-2c\,y\,f\,Df=-(c\,y f^2)'+c\,y'f^2+\frac{2c\,yf^2}{r}.
\end{equation}
Equation \eqref{eq:ric} multiplied by $cf^2$ gives
\begin{equation}
c\,y'f^2=-\frac{2c\,yf^2}{r}+(c^2+V-E_1)f^2-k_1y^2f^2 .
\end{equation}
On insertion into \eqref{eq:exp} the terms in $yf^2/r$ and in $y^2f^2$ cancel. What is left is the integrand of $\Phi_f(E_1)$ minus the derivative of $c\,yf^2$. That derivative integrates to zero, since $y$ is bounded and $f$ vanishes at both ends. Therefore
\begin{equation}
\Phi_f(E_1)=\int\frac{c^2}{k_1}\left(Df-\frac{k_1yf}{c}\right)^2dr\ \ge\ 0 . \label{eq:key}
\end{equation}

By the monotonic decrease of $\Phi_f$, the root obeys $\lambda(f)\ge E_1$. Equality requires $Df=k_1yf/c$. The exact $P$ satisfies the same first-order equation, by \eqref{eq:first}, so $(f/P)'=0$ and $f\propto P$. Conversely $f=P$ makes \eqref{eq:key} zero, and the best small component is $c\,DP/k_1=Q$. This proves \eqref{eq:talman}, and with the Coulomb solution its value is $c^2\gamma$.

The result also shows that $E_1$ is the lowest level of the channel in the gap. Let $(f,g)$ be another bound solution of this class, with energy $E'$ and $fg\to0$ at both ends. Equation \eqref{eq:d2} gives $g=c\,Df/k$ at $E=E'$. Equation \eqref{eq:d1}, multiplied by $f$ and integrated by parts, gives $\Phi_f(E')=0$. Hence $E'=\lambda(f)\ge E_1$.

\section{Second derivation: one trial ratio and one exact state}

For the Coulomb potential the value $c^2\gamma$ can be enclosed from both sides without $\Phi_f$.

\subsection*{From below}

For any normalized $f$, the maximum over all $g$ is at least the maximum over the special choices $g=tf$, which is $E_+(x)$ of \eqref{eq:Epm}. The numbers $\gamma$ and $Z/c$ are the components of a unit vector, because $\gamma^2+Z^2/c^2=1$. Its scalar product with the vector $(c,x)$ cannot exceed the length of the latter:
\begin{equation}
c\gamma+\frac{Zx}{c}\le\sqrt{c^2+x^2}. \label{eq:cs}
\end{equation}
Multiply by $c$ and subtract $Zx$:
\begin{equation}
\max_gR[f,g]\ \ge\ E_+(x)\ \ge\ c^2\gamma . \label{eq:low}
\end{equation}
The second inequality is an equality when the two vectors are parallel, that is for $x=Z/\gamma$.

\subsection*{From above}

Now take $f=P$, the exact large component, and write an arbitrary small component as $g=Q+h$. Equation \eqref{eq:d2} says $c\,DP=k_1Q$. The numerator of $R$ minus $E_1$ times the norm is
\begin{align}
&\int\left[(c^2+V-E_1)P^2+2k_1Q(Q+h)-k_1(Q+h)^2\right]dr\nonumber\\
&\qquad=\int\left[(c^2+V-E_1)P^2+k_1Q^2\right]dr-\int k_1h^2dr .
\end{align}
By \eqref{eq:d1} the first term in the bracket is $cP(Q'+Q/r)$, and by \eqref{eq:d2} the second is $cQ(P'-P/r)$. Their sum is $c(PQ)'$, which integrates to zero. What remains is $-\int k_1h^2dr\le0$, so
\begin{equation}
\max_gR[P,g]=E_1=c^2\gamma, \label{eq:up}
\end{equation}
reached at $h=0$. Together, \eqref{eq:low} and \eqref{eq:up} give $\min_f\max_gR=c^2\gamma$.

The minimizer is again unique. If $\max_gR[f,g]=c^2\gamma$, both inequalities in \eqref{eq:low} are equalities, and $g=tf$ with the best $t$ is a maximizer among all $g$. The numerator minus $c^2\gamma$ times the norm is then stationary in $g$, which requires $c\,Df=k_1tf$. The best $t$ follows from the first row of the matrix problem, $c^2-cxt=c\sqrt{c^2+x^2}$. At $x=Z/\gamma$ the root is $c/\gamma$, so $t=(c-c/\gamma)\gamma/Z=-c(1-\gamma)/Z$, as in \eqref{eq:t}. By \eqref{eq:PP} the solution is $f\propto r^\gamma e^{-Zr}$.

\section{The family $r^s e^{-\zeta r}$ with a free ratio}

Let $f\propto r^se^{-\zeta r}$ with $s,\zeta>0$, and $g=tf$. The mean inverse radius is a ratio of gamma-function integrals:
\begin{equation}
x=\frac{\int r^{2s-1}e^{-2\zeta r}dr}{\int r^{2s}e^{-2\zeta r}dr}=\frac{\Gamma(2s)\,(2\zeta)^{2s+1}}{(2\zeta)^{2s}\,\Gamma(2s+1)}=\frac{\zeta}{s}.
\end{equation}
The maximum over $t$ is $E_+(\zeta/s)$. Setting its derivative to zero gives
\begin{equation}
\frac{cx}{\sqrt{c^2+x^2}}=Z\quad\Rightarrow\quad x^2(c^2-Z^2)=Z^2c^2\quad\Rightarrow\quad \frac{\zeta}{s}=\frac Z\gamma ,
\end{equation}
and, with $\sqrt{c^2+x^2}=c/\gamma$,
\begin{equation}
E_+=-\frac{Z^2}{\gamma}+\frac{c^2}{\gamma}=\frac{c^2\gamma^2}{\gamma}=c^2\gamma .
\end{equation}
The family gives the exact energy, but along a whole line in the $(s,\zeta)$ plane. The energy alone does not identify the wave function. The reason is that $g=tf$ explores one direction of the small-component space, and in that direction the energy depends on $f$ through $x$ alone. Maximizing over all $g$ lifts the degeneracy and leaves $s=\gamma$, $\zeta=Z$.

\subsection*{Numbers for $Z=80$}

Take the one-electron ion with $Z=80$ and a point nucleus. Here $Z/c=0.583788$, so
\begin{equation}
\gamma=\sqrt{1-0.340808}=0.811906,\qquad t=-\frac{0.188094}{0.583788}=-0.3222 .
\end{equation}
The energy is $c^2\gamma=510\,999\times0.811906=414\,883$ eV (15\,246.67 hartree), and the binding energy $c^2(1-\gamma)$ is 96\,116 eV. This is the value of the point-nucleus model: a uniformly charged nucleus of root-mean-square radius 5.46 fm lowers the binding energy by about 55 eV, and radiative corrections are also left out. The decay length $1/Z$ is 0.006615 angstrom.

On the line $\zeta/s=186.20$ per angstrom, the restricted maximum is 414\,883 eV for each $s$ computed. The full maximum $\lambda(f)$ for the same large components exceeds it as follows.
\begin{center}
\begin{tabular}{ccc}
$s$ & $\zeta$ (1/angstrom) & $\lambda(f)-c^2\gamma$ (eV)\\
0.7000 & 130.34 & 1060\\
0.8119 & 151.18 & 0\\
1.0000 & 186.20 & 2077\\
1.5000 & 279.30 & 17\,989
\end{tabular}
\end{center}
At $s=1$ the excess is 2.2\% of the binding energy.

The collapse is visible for $s=1$. At $\zeta=Z$ one has $x=Z$, and \eqref{eq:Epm} gives
\begin{equation}
E_\pm=510\,999\left(-0.340808\pm\sqrt{1.340808}\right)\ \mathrm{eV},
\end{equation}
that is $4.1755\times10^5$ and $-7.6586\times10^5$ eV. Contracting the function a hundredfold sends the lower root to $-4.73\times10^7$ eV and the upper one to $+1.24\times10^7$ eV.

\subsection*{Where the bound is lost}

An incomplete maximum can lose the bound. For $f=P$ it is reached at $g=Q$ and nowhere else, so a finite-dimensional small-component space that lacks $Q$ gives a value below $E_1$. With the single small function $rP$ the upper root is 381\,689 eV, which is too low by 33\,194 eV, or 35\% of the binding energy. In a finite basis, restricting $f$ cannot lower the minimax value and restricting $g$ cannot raise it. The result is an upper bound to $E_1$ if, for every $f$ in the space spanned by the large basis, and not merely for the basis functions themselves, the small space contains the maximizer $c\,Df/k$ at $E=\lambda(f)$.

Both proofs use $Z<c$, where $Z$ is the strength of the $1/r$ singularity at the origin, so the restriction belongs to the point nucleus. An extended nucleus has $-rV\to0$ there: for a uniformly charged sphere with charge 150 and radius 8.8 fm the lowest level of the channel still lies in the gap, at $-0.099c^2$, and minimizing $\lambda(f)$ reproduces it. The rest of this paragraph concerns the point nucleus. For $Z>c$ the number $\gamma$ is not real, the slope $c-Z$ of $E_+$ at large $x$ is negative, and the upper root of the family has no floor. At $Z=150$, with $s=1$ and $1/\zeta=6.6\times10^{-5}$ angstrom, it is $-2.82\times10^6$ eV, far below $-c^2$. The lower bound \eqref{eq:low} is then empty. This root is not the maximum over all $g$. For $g=ah$ with $h$ normalized, $R$ tends to $-c^2+\int Vh^2dr$ as $a\to\infty$, and this approaches $-c^2$ when $h$ is moved far from the nucleus, so the supremum over $g$ never lies below $-c^2$.

\section{What the two derivations assume}

The first derivation needs a nodeless bound solution, but not a Coulomb potential. Its central identity \eqref{eq:key} uses the equation for $Q/P$ and nothing else about $V$ beyond the stated conditions. It also gives $\lambda(f)$, a functional that can be minimized in practice. An example is the screened potential $V=-Ze^{-r/a}/r$ with $Z=80$ and $a=0.05$ angstrom. Direct integration of \eqref{eq:ric} gives $E_1=436\,060.0$ eV. Minimizing $\lambda(f)$ over $s$ and $\zeta$ gives a value 0.9 eV higher, about $10^{-5}$ of the binding energy of 74\,939 eV. The numerical check tests \eqref{eq:key} and $\lambda(f)>E_1$ on forty random large components in both potentials.

In the second derivation the bound from above holds for any potential of the class. The bound from below, with a constant ratio $t$, uses the Coulomb form through a coincidence of two integrals: the potential energy and the coupling $\int f\,Df\,dr$ are both fixed by the same number $x$. In return, this lower bound requires no knowledge of the solution, no nodeless $P$ and no maximization beyond a two-by-two matrix. The exact state enters once, to show that the bound is attained.

Part of the second argument survives for other potentials. If $V\ge-Z/r$, then $R[f,g]$ is nowhere smaller than its Coulomb value, so by \eqref{eq:low} the maximum over $g$ is still at least $c^2\gamma$. For the screened ion this is a true but loose statement: the bound lies 21\,177 eV below $E_1$. The gap closes when the ratio $y=Q/P$ of the actual potential replaces the constant $t$. For $g=yf$ and $E=E_1$ the subtracted square in \eqref{eq:sq1} equals the right side of \eqref{eq:key}, so $R[f,yf]=E_1$ for every $f$, and the maximum over $g$ is at least $E_1$.

Both arguments concern the lowest level of the $\kappa=-1$ channel. Excited levels, where $P$ has nodes and $Q/P$ has poles, are outside the proofs given here.

\section*{Table of computed values}
\begin{verbatim}
nuclear charge Z = 80
speed of light c = 137.035999 atomic units
Z/c = 0.583788, gamma = 0.811906 (no unit)
rest energy c^2 = 510998.95 eV
formula c^2 gamma = 414883.11 eV
formula c^2 gamma = 15246.6730 hartree
binding energy c^2(1-gamma) = 96115.84 eV
Dirac equation integrated, E1 = 414883.11 eV
small/large ratio t = -0.322196 (no unit)
optimal zeta/s = Z/gamma = 186.2015 1/angstrom
exact decay length 1/Z = 0.006615 angstrom
family g = t f, minimum over zeta at fixed s:
 s=0.7000 zeta=130.341 1/angstrom E=414883.11 eV
 s=0.8119 zeta=151.178 1/angstrom E=414883.11 eV
 s=1.0000 zeta=186.201 1/angstrom E=414883.11 eV
 s=1.5000 zeta=279.302 1/angstrom E=414883.11 eV
lambda(f) - c^2 gamma for the same large functions:
 s=0.7000 excess=1059.65 eV
 s=0.8119 excess=0.00 eV
 s=1.0000 excess=2076.73 eV
 s=1.5000 excess=17989.02 eV
full maximum over g, minimum over s and zeta:
 s = 0.81191 (no unit)
 zeta = 151.178 1/angstrom
 energy = 414883.11 eV
test function s=1, zeta=1.2 Z, maximum over g:
 root of Phi = 416847.37 eV
 diagonalization = 416847.37 eV
roots for s=1, g = t f, as functions contract:
 1/zeta=6.615e-03 angstrom lower=-7.6586e+05 eV upper=4.1755e+05 eV
 1/zeta=6.615e-04 angstrom lower=-4.7681e+06 eV upper=1.2851e+06 eV
 1/zeta=6.615e-05 angstrom lower=-4.7251e+07 eV upper=1.2421e+07 eV
small function r f: upper root = 381689.33 eV
 below c^2 gamma by 33193.77 eV
Z = 150, 1/zeta = 6.615e-05 angstrom:
 upper root = -2.8178e+06 eV
screened potential, length a = 0.05 angstrom:
 E1 from Dirac equation = 436060.03 eV
 binding energy = 74938.92 eV
 minimax over s and zeta = 436060.94 eV
 excess over E1 = 0.910 eV
smallest lambda(f) - E1 among 40 random f:
 Coulomb: 1380.12 eV
 screened: 1245.51 eV
\end{verbatim}
